# Kummer's Transformation and a Cancellation-Free Series for the Boys Function

**Q.** The Boys function is the integral of a smooth function over a finite interval. Why does it need any special treatment?

**A.** For integer \(n\ge 0\) and real \(x\ge 0\) the definition is

\[
F_n(x)=\int_0^1 t^{2n}e^{-xt^2}\,dt .
\]

It enters Gaussian-basis calculations through the Coulomb interaction. Take a Gaussian \(e^{-pr^2}\) and a point at distance \(C\) from its centre. Write \(1/R=(2/\sqrt\pi)\int_0^\infty e^{-u^2R^2}du\), with \(R=|\mathbf r-\mathbf C|\), and do the space integral by completing the square:

\[
\int\frac{e^{-pr^2}}{|\mathbf r-\mathbf C|}\,d^3r
=\frac{2}{\sqrt\pi}\int_0^\infty\Big(\frac{\pi}{p+u^2}\Big)^{3/2}
e^{-pu^2C^2/(p+u^2)}\,du .
\]

Now set \(t^2=u^2/(p+u^2)\). Then \(p+u^2=p/(1-t^2)\) and \(du=\sqrt p\,(1-t^2)^{-3/2}dt\). The powers of \(1-t^2\) cancel, leaving \((2\pi/p)\,F_0(pC^2)\). So \(x=pC^2\) is the square of the distance measured in units of the Gaussian's width \(p^{-1/2}\). Differentiating with respect to the centre, as is done for higher angular momenta, brings in larger \(n\), because \(F_n'(x)=-F_{n+1}(x)\). Many values are needed, over a wide range of \(x\), so a series is attractive.

**Q.** Then expand the exponential and integrate term by term. What could go wrong?

**A.** Mathematically, nothing. The exponential series converges uniformly on \(0\le t\le1\), so the exchange is allowed:

\[
F_n(x)=\sum_{k=0}^\infty\frac{(-x)^k}{k!}\int_0^1t^{2n+2k}dt
=\sum_{k=0}^\infty\frac{(-x)^k}{k!\,(2n+2k+1)} .
\]

The trouble is numerical. Measure cancellation by \(\kappa\), the sum of the absolute values of the terms divided by the absolute value of their sum. Removing the signs replaces \(x\) by \(-x\), so here \(\kappa=F_n(-x)/F_n(x)\).

For large \(x\), put \(t^2=1-v/x\) in the numerator:

\[
F_n(-x)=\frac{e^x}{2x}\int_0^x\Big(1-\frac vx\Big)^{n-1/2}e^{-v}dv
\simeq\frac{e^x}{2x}\Big(1-\frac{2n-1}{2x}\Big).
\]

In the denominator, extending the upper limit to infinity makes an exponentially small relative error, so \(F_n(x)\simeq\Gamma(n+\tfrac12)/(2x^{n+1/2})\). Hence

\[
\kappa\simeq\frac{e^x x^{n-1/2}}{\Gamma(n+\frac12)}\Big(1-\frac{2n-1}{2x}\Big).
\]

For \(n=4\), \(x=20\) the leading factor is \(1.49\times10^{12}\). The correction \(1-7/40=0.825\) brings it to \(1.23\times10^{12}\), against a computed value of \(1.26\times10^{12}\). Rounding errors in the terms can be magnified by this factor.

**Q.** Perhaps the function itself is that sensitive, and no series can help.

**A.** Integrate the definition by parts, integrating \(t^{2n}\) and differentiating the exponential:

\[
F_n(x)=\Big[\frac{t^{2n+1}}{2n+1}e^{-xt^2}\Big]_0^1
+\frac{2x}{2n+1}\int_0^1t^{2n+2}e^{-xt^2}dt .
\]

The lower boundary term vanishes, so

\[
(2n+1)F_n(x)=e^{-x}+2xF_{n+1}(x).
\]

The relative change of \(F_n\) per relative change of \(x\) has magnitude

\[
\left|\frac{xF_n'}{F_n}\right|=\frac{xF_{n+1}}{F_n}
=n+\frac12-\frac{e^{-x}}{2F_n}<n+\frac12 .
\]

For \(n=4\), \(x=20\) it is 4.4999. The function is well conditioned at moderate \(n\); the huge factor belongs to the alternating sum.

**Q.** How do you get rid of the signs without changing the function?

**A.** First identify the series. The confluent hypergeometric function is

\[
{}_1F_1(a;b;z)=\sum_{k=0}^\infty\frac{(a)_k}{(b)_k}\frac{z^k}{k!},
\qquad (a)_k=a(a+1)\cdots(a+k-1),\quad (a)_0=1 .
\]

If \(b=a+1\), all factors but the first above and the last below cancel, so \((a)_k/(a+1)_k=a/(a+k)\). With \(a=n+\tfrac12\) this is \((2n+1)/(2n+2k+1)\). Dividing by \(2n+1\) gives the coefficient in our series, and therefore

\[
F_n(x)=\frac{1}{2n+1}\,{}_1F_1\!\left(n+\tfrac12;\,n+\tfrac32;\,-x\right).
\]

The tool that reverses the sign of the argument is Kummer's transformation,

\[
{}_1F_1(a;b;z)=e^z\,{}_1F_1(b-a;b;-z).
\]

**Q.** I will not take that identity on trust.

**A.** It can be proved for real \(b>a>0\), which covers our case. The Beta integral is

\[
\int_0^1s^{a+k-1}(1-s)^{b-a-1}ds
=\frac{\Gamma(a+k)\Gamma(b-a)}{\Gamma(b+k)} .
\]

Divide it by its value at \(k=0\), called \(B(a,b-a)\). Since \(\Gamma(a+k)/\Gamma(a)=(a)_k\), the quotient is \((a)_k/(b)_k\). Insert this in the hypergeometric series and sum the exponential under the integral. The exchange is justified because the absolute series is bounded by \(e^{|z|}\) times an integrable weight. The result is

\[
{}_1F_1(a;b;z)=\frac{1}{B(a,b-a)}\int_0^1e^{zs}s^{a-1}(1-s)^{b-a-1}ds .
\]

Now replace \(s\) by \(1-s\). The limits exchange, the sign of \(ds\) restores their order, and \(e^{zs}\) becomes \(e^ze^{-zs}\):

\[
{}_1F_1(a;b;z)=\frac{e^z}{B(a,b-a)}\int_0^1e^{-zs}s^{b-a-1}(1-s)^{a-1}ds .
\]

Because \(B(a,b-a)=B(b-a,a)\), the right side is \(e^z\) times the same integral representation with \(a\to b-a\) and \(z\to-z\). That is Kummer's transformation.

**Q.** And for the Boys function?

**A.** Here \(b-a=1\) and \(z=-x\). Since \((1)_k=k!\), the factorials cancel:

\[
F_n(x)=\frac{e^{-x}}{2n+1}\,{}_1F_1\!\left(1;n+\tfrac32;x\right)
=\frac{e^{-x}}{2n+1}\sum_{k=0}^\infty\frac{x^k}{(n+\frac32)_k}.
\]

Each of the \(k\) factors in \((n+\tfrac32)_k\) is half an odd integer, so

\[
(n+\tfrac32)_k=2^{-k}(2n+3)(2n+5)\cdots(2n+2k+1).
\]

Moving \(2^k\) to the numerator gives

\[
F_n(x)=e^{-x}\sum_{k=0}^\infty t_k,\qquad
t_k=\frac{(2x)^k}{(2n+1)(2n+3)\cdots(2n+2k+1)} .
\]

For \(x\ge0\) no term is negative. The sum of absolute values equals the sum, so \(\kappa=1\).

**Q.** Can I check this without hypergeometric functions?

**A.** Yes, with the integration by parts above. Write it as \(F_n=e^{-x}/(2n+1)+2xF_{n+1}/(2n+1)\), and apply it again to \(F_{n+1}\), then \(F_{n+2}\), and so on. After \(K\) applications,

\[
F_n(x)=e^{-x}\sum_{k=0}^{K-1}t_k
+\frac{(2x)^K}{(2n+1)(2n+3)\cdots(2n+2K-1)}\,F_{n+K}(x).
\]

Since \(0<F_{n+K}\le1/(2n+2K+1)\) and the denominator product eventually outgrows \((2x)^K\), the last term tends to zero. This proves the series a second time. It also gives the exact remainder, which is non-negative, so every partial result is a lower bound to \(F_n\).

**Q.** The remainder contains another Boys function. How do I know when to stop?

**A.** Use the ratio of neighbouring terms,

\[
\frac{t_{k+1}}{t_k}=\frac{2x}{2n+2k+3},
\]

which decreases with \(k\) when \(x>0\). Let \(q=2x/(2n+2K+3)\) be this ratio at the first omitted term \(t_K\). If \(q<1\), the omitted terms lie below a geometric series:

\[
0\le F_n(x)-e^{-x}\sum_{k=0}^{K-1}t_k\le\frac{e^{-x}t_K}{1-q}.
\]

The condition \(q<1\) matters. Terms do not decrease while \(k\le x-n-\tfrac12\), because then \(t_k\ge t_{k-1}\). For \(n=4\), \(x=20\) this threshold is 15.5, and the largest term is indeed \(t_{15}\approx352.5\). A small first term is no reason to stop.

**Q.** Show me a case I can do by hand.

**A.** Take \(n=2\), \(x=1\), with six terms:

\[
\frac15+\frac2{35}+\frac4{315}+\frac8{3465}+\frac{16}{45045}+\frac{32}{675675}
=0.2725526 .
\]

Multiplication by \(e^{-1}=0.3678794\) gives 0.1002665. Quadrature of the definition gives 0.1002688, so the remainder is \(2.288\times10^{-6}\).

For the bound, \(t_6=(2/17)t_5=5.572\times10^{-6}\) and \(q=2/19\). Thus \(e^{-1}t_6/(1-q)=2.291\times10^{-6}\), slightly above the true remainder. The bound is close because the next ratio, 2/21, differs little from 2/19, and later terms contribute little.

**Q.** At larger \(x\) you multiply a tiny exponential by a huge sum. Have you not hidden the cancellation there?

**A.** No. Cancellation comes from subtracting nearly equal numbers; in a product, relative errors add to first order. For \(n=4\), \(x=20\),

\[
F_4(20)=(2.061154\times10^{-9})(3.943353\times10^3)
=8.12786\times10^{-6}.
\]

One precaution follows from the product form. A relative change \(\delta\) in \(x\) changes \(e^{-x}\) by the relative amount \(-x\delta\), whereas \(F_n\) itself changes by less than \((n+\tfrac12)|\delta|\); so when \(x\) is well above \(n+\tfrac12\), most of this is compensated by the sum. The same stored value of \(x\) must therefore be used in both factors. If they are given differently rounded arguments, the compensation is lost.

**Q.** "No cancellation" is not an error bound.

**A.** It leads to one. Let \(u=2^{-53}\approx1.11\times10^{-16}\) be the unit roundoff of double precision. Assume no overflow or underflow, and an exponential accurate to a relative error \(2u\). Build the terms by multiplying by \(2x\) and dividing by the next odd integer. Doubling \(x\) is exact in binary, and the odd integers are stored exactly. To first order in \(u\), the relative errors are bounded by these contributions:

- The first term costs one rounding and each later term two more, so a term in a sum of \(K\) terms has error at most \((2K-1)u\).
- The additions contribute at most \((K-1)u\).
- The exponential contributes \(2u\) and the final product \(u\).
- Stopping when the tail bound is below \(u\) times the sum adds at most \(u\).

The total is \((3K+2)u\). Positivity is used in the first two items: a weighted average of relative errors, with non-negative weights, cannot exceed the largest of them. With alternating signs the weights are the absolute terms, and the corresponding bound, of order \(3Ku\), is multiplied by \(\kappa\).

**Q.** Does the difference show in actual arithmetic?

**A.** For \(n=4\), the errors relative to high-precision quadrature are:

| \(x\) | \(\kappa\), alternating | Error, alternating | Error, positive | \(K\), positive |
|---|---|---|---|---|
| 1 | 5.1 | \(2.0\times10^{-16}\) | \(5.9\times10^{-17}\) | 15 |
| 10 | \(4.4\times10^6\) | \(9.4\times10^{-11}\) | \(1.5\times10^{-16}\) | 42 |
| 20 | \(1.3\times10^{12}\) | \(7.1\times10^{-6}\) | \(3.8\times10^{-16}\) | 63 |
| 30 | \(1.2\times10^{17}\) | 0.57 | \(2.9\times10^{-16}\) | 81 |

At \(x=1\) either series serves. At \(x=30\) the error of the alternating result is comparable to the true value itself. The digits in that column depend on how the terms are formed and added (at \(x=30\) other orderings give errors from about 0.4 to 1.3); only their order of magnitude is characteristic.

The case \(x=20\) shows the mechanism. The largest alternating term has size \(9.17\times10^5\), while the answer is \(8.13\times10^{-6}\). Near that size, double-precision numbers are \(2^{-33}\) apart, so one rounding of the term can introduce an absolute error of up to \(2^{-34}=5.8\times10^{-11}\). The final sum is off by \(5.8\times10^{-11}\). Many roundings contribute, so only the agreement in order of magnitude is significant. For the positive series the bound is \((3\cdot63+2)u=2.1\times10^{-14}\), well above the error found.

**Q.** Maybe the alternating sum was just cut off too early.

**A.** That was tested. The same number of alternating terms, summed in 50-digit arithmetic, reproduces the quadrature value at every \(x\) in the table. The missing digits were lost to rounding, not truncation. Higher precision is thus a cure too, but it costs more per operation and the digits required grow with \(x\).

**Q.** Does the new series have sensible limits?

**A.** At \(x=0\) only \(t_0\) survives, and \(F_n(0)=1/(2n+1)\), as the definition requires. At fixed \(x\) and large \(n\), the first ratio \(2x/(2n+3)\) is small, so \(F_n(x)\simeq e^{-x}/(2n+1)\): the factor \(t^{2n}\) concentrates the integral near \(t=1\).

For \(n=0\), substitute \(w=\sqrt x\,t\) in the definition. With \(x>0\),

\[
F_0(x)=\frac1{\sqrt x}\int_0^{\sqrt x}e^{-w^2}dw
=\frac12\sqrt{\frac\pi x}\,\operatorname{erf}(\sqrt x).
\]

Multiply the Coulomb integral from the beginning by \((p/\pi)^{3/2}\), which normalises the Gaussian to unit charge. It becomes \(\operatorname{erf}(\sqrt p\,C)/C\). Far away this tends to \(1/C\), the potential of a point charge. The positive series describes the same potential from the centre outwards.

**Q.** Then why not use it for every \(x\)?

**A.** Two things go wrong at large \(x\). The first is cost, since the sum must pass its peak. Near the peak, a step of \(d\) terms away from it changes the logarithm of the term by about \(-d^2/(2x)\), because the logarithm of the ratio falls by about \(1/x\) per step. Reaching a factor \(u\) takes \(d\approx\sqrt{2x\ln(1/u)}\approx8.6\sqrt x\). Adding this to the peak position \(x-n-\tfrac12\) gives, for \(n=0\), \(x=700\), the rough estimate \(K\approx927\); the actual count is 929. The closeness is partly accidental. The stopping test compares the tail with the whole sum rather than with the peak term, which shortens the count, while beyond the peak the logarithm of the ratio falls by less than \(1/x\) per step, which lengthens it. For \(n=4\), \(x=100\) the same estimate gives about 181 against an actual 189. Accuracy is not the problem: the relative error is \(2.3\times10^{-15}\) for \(n=0\), \(x=700\) and \(4.0\times10^{-16}\) for \(n=4\), \(x=100\).

The second is the number range. At \(x=800\), \(F_0=0.03133\) is an ordinary number, but \(e^{-800}\) is returned as zero in double precision, and the bare sum \(e^{800}F_0\) exceeds the largest representable number. The identity still holds; its evaluation as a product of two separate factors fails.

**Q.** What replaces it there?

**A.** The integral extended to infinity, already used for \(\kappa\):

\[
F_n(x)=\frac{\Gamma(n+\frac12)}{2x^{n+1/2}}-\int_1^\infty t^{2n}e^{-xt^2}dt .
\]

To bound the neglected piece, set \(t^2=1+v/x\). It becomes \((e^{-x}/2x)\int_0^\infty(1+v/x)^{n-1/2}e^{-v}dv\). For \(n\ge1\) and \(x>n-\tfrac12\), use \(1+v/x\le e^{v/x}\); the piece is then at most \(e^{-x}/(2x-2n+1)\). For \(n=0\) the power is at most one, and the bound is \(e^{-x}/(2x)\).

At \(n=4\), \(x=100\) the first term alone is \(\Gamma(4.5)/(2\times10^9)=5.815864\times10^{-9}\). The positive series gives the same digits after 189 terms. The closed term is the cheaper choice once its error bound, divided by \(F_n\), is below the accuracy wanted; at smaller \(x\) the positive series is accurate, though not cheap. For full double precision the switch comes near \(x\approx35\) for \(n=0\) and \(x\approx48\) for \(n=4\), where the series needs about 94 and 112 terms. Integral programs therefore commonly use pretabulated values with a short local expansion, and obtain lower orders from the recursion \((2n+1)F_n=e^{-x}+2xF_{n+1}\), which adds only positive terms.

## Table of computed values

```
All numbers are dimensionless
Hand example: n = 2, x = 1, K = 6 terms
  t_0 = 0.2000000000
  t_1 = 0.0571428571
  t_2 = 0.0126984127
  t_3 = 0.0023088023
  t_4 = 0.0003552004
  t_5 = 0.0000473600
  sum of the K terms        = 0.2725526326
  exp(-x)                   = 0.3678794412
  exp(-x) * sum             = 0.1002665102
  F_n(x) by quadrature      = 0.1002687981
  true remainder            = 2.2880e-06
  bound on remainder        = 2.2909e-06
Unit roundoff u = 1.1102e-16
Comparison for n = 4 (relative errors in double precision)
  x | F_n(x) | kappa alternating | err alternating | err Kummer | K
  1 | 4.962324113316e-02 | 5.130e+00 | 2.0e-16 | 5.9e-17 | 15
  5 | 2.702951672607e-03 | 3.059e+03 | 2.9e-14 | 3.6e-17 | 29
  10 | 1.806194363644e-04 | 4.421e+06 | 9.4e-11 | 1.5e-16 | 42
  20 | 8.127855549359e-06 | 1.261e+12 | 7.1e-06 | 3.8e-16 | 63
  30 | 1.310897122846e-06 | 1.213e+17 | 5.7e-01 | 2.9e-16 | 81
  100 | 5.815864198284e-09 | Kummer only: err 4.0e-16, K = 189
Details for n = 4, x = 20
  largest alternating term: k = 19, size 9.1702e+05
  alternating sum, double   = 8.127913558875e-06
  alternating sum, 50 digit = 8.127855549359e-06
  largest Kummer t_k: k = 15, size 3.5251e+02
  exp(-x) = 2.061154e-09, sum of t_k = 3.943353e+03
  Kummer result, double     = 8.127855549359e-06
  rounding bound (3K+2)u    = 2.12e-14
  condition |x F'/F|        = 4.499873
Largest error/bound ratio on the test grid = 0.200
n = 0, x = 700: F = 3.349622928453e-02, err 2.3e-15, K = 929
n = 0, x = 800: F = 3.133285e-02, but exp(-x) in double = 0.0
```
